\section*{Wavefunction-in-DFT energy by projector embedding and the exactness of DFT-in-DFT, part 1}

(Sections cited here and not found follow in the second part.)

\section{The embedded energy and its first-order density correction}

Suppose that some of the electrons of a molecule, called A, are to be described by a correlated wavefunction $\Psi$, while the others, called B, stay in orbitals taken from a density-functional calculation. One requirement fixes most of the form of the energy. If $\Psi$ is to obey a Schr\"odinger equation with a fixed one-electron potential from B, the energy must be quadratic in $\Psi$, and the environment can enter it only through a linear function of the one-electron density matrix $\gamma_\Psi$. Every linear function of the elements of a matrix can be written as $\sum_{pq}v_{qp}(\gamma_\Psi)_{pq}=\operatorname{tr}v\gamma_\Psi$. Since the energy is a scalar, $v$ must transform under a rotation of the basis as the matrix of a one-electron operator. Hence
\begin{equation}
\mathcal E[\Psi]=\langle\Psi|H|\Psi\rangle+\operatorname{tr}v\gamma_\Psi+c ,
\label{form}
\end{equation}
with a matrix $v$ and a number $c$ that do not depend on $\Psi$. Two conditions determine them: near the density-functional solution, the interaction of A with B must have the value and the slope that the density functional gives it.

We use Hartree atomic units, real orbitals, closed shells and a fixed orthonormal basis of functions $\chi_p$. The columns of a matrix $C$ hold the coefficients of doubly occupied orbitals, with $C^{T}C=1$. The density matrix summed over spin and the density are
\begin{equation}
\gamma=2CC^{T},\qquad \rho(\mathbf r)=\sum_{pq}\gamma_{pq}\chi_p(\mathbf r)\chi_q(\mathbf r).
\end{equation}
The density-functional energy is
\begin{equation}
E[\gamma]=\operatorname{tr}h\gamma+G[\gamma]+E_{nn}.
\label{edft}
\end{equation}
Here $h$ is the kinetic energy plus the attraction to all nuclei of the molecule, also when $\gamma$ describes only some of the electrons, and $E_{nn}$ is the repulsion of the nuclei. The functional $G$ collects the Coulomb energy of the electrons and their exchange-correlation energy,
\begin{equation}
G[\gamma]=\tfrac12\sum_{pqrs}\gamma_{pq}(pq|rs)\gamma_{rs}+E_{xc}[\gamma].
\end{equation}
Its derivative is the symmetric matrix $g$ defined by $\delta G=\operatorname{tr}g\,\delta\gamma$. The Coulomb part of $g$ is $J_{pq}[\gamma]=\sum_{rs}(pq|rs)\gamma_{rs}$; the factor $\tfrac12$ has gone because either of the two density matrices can be varied, with equal results. The Fock matrix is $F[\gamma]=h+g[\gamma]$.

Let the Kohn-Sham equations of the whole molecule be solved, with occupied orbitals $C$. Multiplying $C$ from the right by an orthogonal matrix $U$ leaves the density matrix unchanged, because $CU(CU)^T=CUU^TC^T=CC^T$. We may therefore rotate the occupied orbitals until they are localized, and divide them into two groups $C_A$ and $C_B$:
\begin{equation}
\gamma_A=2C_AC_A^T,\qquad \gamma_B=2C_BC_B^T,\qquad P=C_BC_B^T=\tfrac12\gamma_B .
\end{equation}
The sum $\gamma_A+\gamma_B$ is the full density matrix, whatever the rotation. The matrix $P$ projects on the B orbitals. The A electrons are to be described with orbitals orthogonal to B, so every density matrix $\gamma$ admitted for A obeys $P\gamma=\gamma P=0$.

This orthogonality is what allows one-electron energies to be added. If $\gamma$ comes from doubly occupied orbitals, then $\gamma^2=2\gamma$, and
\begin{equation}
\left(\frac{\gamma+\gamma_B}{2}\right)^2
=\frac{\gamma^2+\gamma_B^2+\gamma\gamma_B+\gamma_B\gamma}{4}
=\frac{2\gamma+2\gamma_B}{4}=\frac{\gamma+\gamma_B}{2}.
\label{idem}
\end{equation}
The sum thus belongs to a single determinant of the whole molecule, and the orbital kinetic energy of that determinant is the sum of the two separate ones. No kinetic-energy functional of the densities is needed to join the parts. The functional $G$ is not additive, and we define
\begin{equation}
G_{\rm nad}[\gamma,\gamma_B]=G[\gamma+\gamma_B]-G[\gamma]-G[\gamma_B].
\end{equation}
Inserting $G[\gamma+\gamma_B]$ from this definition into Eq.~(\ref{edft}), and counting $E_{nn}$ once, within $E[\gamma]$, gives
\begin{equation}
E[\gamma+\gamma_B]=E[\gamma]+\operatorname{tr}h\gamma_B+G[\gamma_B]+G_{\rm nad}[\gamma,\gamma_B].
\label{split}
\end{equation}

The first term on the right is the energy of the A electrons in the field of all nuclei, as the density functional sees it. The wavefunction method replaces it by $\langle\Psi|H|\Psi\rangle$, where $H$ contains the same $h$, the full electron repulsion among the A electrons, and $E_{nn}$. The interaction with B is still taken from the density functional. This defines the model energy
\begin{equation}
\mathcal E_0[\Psi]=\langle\Psi|H|\Psi\rangle+\operatorname{tr}h\gamma_B+G[\gamma_B]+G_{\rm nad}[\gamma_\Psi,\gamma_B].
\label{model}
\end{equation}
The last term is in general nonlinear in $\gamma_\Psi$, and its minimization would give a potential that changes with $\Psi$. We expand it about $\gamma_A$. The derivative of $G_{\rm nad}$ with respect to its first argument is $g[\gamma+\gamma_B]-g[\gamma]$, since $G[\gamma_B]$ does not depend on $\gamma$. At $\gamma=\gamma_A$ this is the embedding potential
\begin{equation}
v=g[\gamma_A+\gamma_B]-g[\gamma_A],
\label{v}
\end{equation}
and to first order
\begin{equation}
G_{\rm nad}[\gamma_\Psi,\gamma_B]\simeq G_{\rm nad}[\gamma_A,\gamma_B]+\operatorname{tr}v(\gamma_\Psi-\gamma_A).
\end{equation}
The terms that do not depend on $\Psi$ can now be collected. Equation~(\ref{split}) at $\gamma=\gamma_A$ says that
\begin{equation}
\operatorname{tr}h\gamma_B+G[\gamma_B]+G_{\rm nad}[\gamma_A,\gamma_B]=E[\gamma_A+\gamma_B]-E[\gamma_A].
\label{const}
\end{equation}
The wavefunction-in-DFT energy is therefore
\begin{equation}
\mathcal E[\Psi]=\langle\Psi|H|\Psi\rangle+\operatorname{tr}v(\gamma_\Psi-\gamma_A)+E[\gamma_A+\gamma_B]-E[\gamma_A].
\label{main}
\end{equation}
It has the form of Eq.~(\ref{form}), with $c=E[\gamma_A+\gamma_B]-E[\gamma_A]-\operatorname{tr}v\gamma_A$. The difference of the last two energies adds B and its interaction with the unrelaxed A density. The trace is the first-order density correction: it accounts for the change of that interaction when the density matrix of A moves from $\gamma_A$ to $\gamma_\Psi$. If orthogonality is enforced by a finite level shift $\mu$ instead of by restricting the orbitals, the penalty $\mu\operatorname{tr}P\gamma_\Psi$ is added.

The equation for $\Psi$ follows by minimization. With $\hat V$ the sum over the A electrons of the one-electron operator with matrix $v$, we have $\operatorname{tr}v\gamma_\Psi=\langle\Psi|\hat V|\Psi\rangle$. Varying the normalized real function $\Psi$, with a multiplier $\lambda$ for its norm, gives $2\langle\delta\Psi|H+\hat V-\lambda|\Psi\rangle=0$ for all variations built from orbitals orthogonal to B. Thus $\Psi$ is an eigenfunction of $H+\hat V$ in that space, with eigenvalue $\lambda$, and
\begin{equation}
\mathcal E=\lambda-\operatorname{tr}v\gamma_A+E[\gamma_A+\gamma_B]-E[\gamma_A].
\end{equation}
Without the density correction, the energy would be the expectation value of one Hamiltonian in the eigenfunction of another. It would not be stationary, and an error of first order in $\Psi$ would in general appear in first order in the energy.

What the linearization neglects is the remainder
\begin{equation}
R[\delta\gamma]=G_{\rm nad}[\gamma_A+\delta\gamma,\gamma_B]-G_{\rm nad}[\gamma_A,\gamma_B]-\operatorname{tr}v\,\delta\gamma .
\label{rem}
\end{equation}
The Coulomb energy contributes nothing to it. Its nonadditive part is $\sum\gamma_{pq}(pq|rs)(\gamma_B)_{rs}$, which is linear in $\gamma$. The same holds for exact exchange, $-\tfrac14\sum\gamma_{pq}(pr|qs)\gamma_{rs}$, whose nonadditive part is $-\tfrac12\sum\gamma_{pq}(pr|qs)(\gamma_B)_{rs}$. For a local functional $E_{xc}=\int e(\rho)\,d^3r$, let $f_{xc}=d^2e/d\rho^2$ and let $\delta\rho$ be the density of $\delta\gamma$. Taylor expansion of $e(\rho_A+\rho_B+\delta\rho)-e(\rho_A+\delta\rho)$ to second order gives
\begin{equation}
R\simeq\tfrac12\int\delta\rho^2\left[f_{xc}(\rho_A+\rho_B)-f_{xc}(\rho_A)\right]d^3r .
\label{kernel}
\end{equation}
For local exchange $e=-a\rho^{4/3}$ with $a>0$, so $f_x=-\tfrac49a\rho^{-2/3}$. This is less negative at the larger density, and the exchange part of the integral is positive. The same formula shows where the estimate fails. If A holds a single orbital with a nodal surface, then $\rho_A$ grows as $x^2$ with the distance $x$ from the surface, $f_x(\rho_A)$ grows as $|x|^{-4/3}$, and the integral diverges wherever $\delta\rho$ does not vanish on the surface. The quadratic estimate is then not available.

Since exact exchange leaves no remainder, the choice of Hartree-Fock for $G$ provides a strict check of Eq.~(\ref{main}). Let $\Theta$ be the antisymmetrized product of $\Psi$ and the closed-shell determinant of the B orbitals, and consider the expectation value in $\Theta$ of the Hamiltonian of all electrons. The terms that act on A orbitals alone give $\langle\Psi|H|\Psi\rangle$, and those that act on B orbitals alone give $\operatorname{tr}h\gamma_B+G[\gamma_B]$. One-electron terms that move an electron between A and B have no expectation value, because they change the number of electrons in the filled B shell. The repulsion operator is
\begin{equation}
\tfrac12\sum_{pqrs}\sum_{\sigma\tau}(pq|rs)\,a^\dagger_{p\sigma}a^\dagger_{r\tau}a_{s\tau}a_{q\sigma}.
\end{equation}
Its mixed terms survive if one creator and one annihilator belong to the same B orbital $b$. When these carry the labels $r=s=b$, the sum over $\tau$ counts two B electrons; the mirror case $p=q=b$ removes the factor $\tfrac12$, and the result is $\sum_{pq}(\gamma_\Psi)_{pq}\sum_b2(pq|bb)$. When they carry the labels $q=r=b$, the filled shell requires $\sigma=\tau$. Moving $a_s$ past $a_b^\dagger$ gives a minus sign, and with the mirror case the result is $-\sum_{ps}(\gamma_\Psi)_{ps}\sum_b(pb|sb)$. The two sums over $b$ together are the elements of the Hartree-Fock matrix $g[\gamma_B]$, so
\begin{equation}
\langle\Theta|H_{\rm all}|\Theta\rangle=\langle\Psi|H|\Psi\rangle+\operatorname{tr}h\gamma_B+G[\gamma_B]+\operatorname{tr}\gamma_\Psi g[\gamma_B].
\label{product}
\end{equation}
On the other side, $g$ is linear for Hartree-Fock, so $v=g[\gamma_B]$, and $G_{\rm nad}[\gamma_A,\gamma_B]=\operatorname{tr}\gamma_Ag[\gamma_B]$. Inserting both into Eqs.~(\ref{const}) and (\ref{main}), the terms $\mp\operatorname{tr}\gamma_Ag[\gamma_B]$ cancel and Eq.~(\ref{product}) results. In this case the embedded energy is a true expectation value, and hence an upper bound to the exact ground-state energy in the basis.

We have derived the wavefunction-in-DFT energy, Eq.~(\ref{main}), with its first-order density correction, identified the remainder it neglects, and shown that with Hartree-Fock for $G$ it is a true expectation value. It remains to show that treating A with the same density functional as the molecule has a stationary solution with the full energy, to find the error of a finite level shift, and to test the method on BeH$_2$.
